# Semilocal Effective Core Potentials: From Infinite Channel Sum to Finite Form: a program that tests the result

```python
# Result under test: if V_l(r) = V_L(r) for all l >= L, then
#   sum_{l=0}^infinity V_l P_l = V_L + sum_{l<L} (V_l - V_L) P_l,
# where P_l projects on angular momentum l about the ion at the origin.
# Model: V_l(r) = A_l exp(-b r^2), L = 2; psi is a normalized s Gaussian of
# exponent a centred at distance R from the ion. Hartree atomic units.
import math
import numpy as np
from scipy.special import lpmv, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto

a, b = 1.0, 1.0
A_low = [4.0, 1.0]
A_common = -2.0
L = len(A_low)
LMAX = 24
center = np.array([0.9, 0.0, 1.2])
R = np.linalg.norm(center)
r0 = 1.0
direction = np.array([0.36, 0.48, 0.80])
norm = (2 * a / math.pi) ** 0.75
hartree_ev = physical_constants["Hartree energy in eV"][0]


def amplitude(l):
    return A_low[l] if l < L else A_common


def Y(l, m, x, phi):
    """Spherical harmonic for m >= 0, with x = cos(theta)."""
    c = math.sqrt((2 * l + 1) / (4 * math.pi)
                  * math.factorial(l - m) / math.factorial(l + m))
    return c * lpmv(m, l, x) * np.exp(1j * m * phi)


def bessel_i0(k):
    return np.sinh(k) / k


def bessel_i1(k):
    return np.cosh(k) / k - np.sinh(k) / k**2


# ---------- quadrature on the unit sphere ----------
nx, nphi = 150, 300
xn, xw = np.polynomial.legendre.leggauss(nx)
X = xn[:, None]
PHI = (2 * math.pi * np.arange(nphi) / nphi)[None, :]
WT = xw[:, None] * (2 * math.pi / nphi) * np.ones((1, nphi))
S = np.sqrt(1 - X**2)
ux, uy, uz = S * np.cos(PHI), S * np.sin(PHI), X * np.ones((1, nphi))


def sphere_integral(f):
    return np.sum(WT * f)


# Orthonormality of the harmonics
assert abs(sphere_integral(abs(Y(3, 2, X, PHI))**2) - 1) < 1e-11
assert abs(sphere_integral(np.conj(Y(3, 2, X, PHI)) * Y(5, 2, X, PHI))) < 1e-11

# Addition theorem: explicit sum over m against the Legendre polynomial
x0, phi0 = direction[2], math.atan2(direction[1], direction[0])
xc, phic = center[2] / R, math.atan2(center[1], center[0])
cosg = float(direction @ center) / R
for l in (1, 2, 5, 9):
    total = (Y(l, 0, x0, phi0) * np.conj(Y(l, 0, xc, phic))).real
    for m in range(1, l + 1):
        total += 2 * (Y(l, m, x0, phi0) * np.conj(Y(l, m, xc, phic))).real
    assert abs(total - (2*l + 1) / (4*math.pi) * eval_legendre(l, cosg)) < 1e-11


# Smoothing kernel used to prove closure: series against closed form
def kernel(t, x):
    return (1 - t**2) / (1 - 2 * t * x + t**2) ** 1.5


for t, x in ((0.5, -0.3), (0.8, 0.6)):
    series = sum((2*l + 1) * t**l * eval_legendre(l, x) for l in range(250))
    assert abs(series - kernel(t, x)) < 1e-10

# ---------- action of the potential at one point ----------
psi_grid = norm * np.exp(-a * ((r0*ux - center[0])**2 + (r0*uy - center[1])**2
                               + (r0*uz - center[2])**2))
psi0 = norm * math.exp(-a * np.sum((r0 * direction - center)**2))
cos_to_point = direction[0]*ux + direction[1]*uy + direction[2]*uz

smooth_ts = (0.6, 0.8, 0.9)
smoothed, smooth_err = [], []
for t in smooth_ts:
    K = kernel(t, cos_to_point)
    assert abs(sphere_integral(K) / (4 * math.pi) - 1) < 1e-8
    smoothed.append(sphere_integral(K * psi_grid) / (4 * math.pi))
    smooth_err.append(abs(smoothed[-1] - psi0))
assert smooth_err[0] > smooth_err[1] > smooth_err[2]

proj = []
for l in range(LMAX + 1):
    value = 0.0
    for m in range(l + 1):
        coef = sphere_integral(np.conj(Y(l, m, X, PHI)) * psi_grid)
        value += (1 if m == 0 else 2) * (coef * Y(l, m, x0, phi0)).real
    proj.append(value)
proj = np.array(proj)
assert abs(proj.sum() - psi0) < 1e-10          # closure at this point
for t, s in zip(smooth_ts, smoothed):          # kernel equals damped sum
    assert abs(np.sum(t**np.arange(LMAX + 1) * proj) - s) < 1e-8

k0 = 2 * a * r0 * R
pref = norm * math.exp(-a * (r0**2 + R**2))
P0 = pref * bessel_i0(k0)
P1 = pref * 3 * bessel_i1(k0) * cosg
assert abs(P0 - proj[0]) < 1e-11 and abs(P1 - proj[1]) < 1e-11

V = np.array([amplitude(l) * math.exp(-b * r0**2) for l in range(LMAX + 1)])
point_partial = np.cumsum(V * proj)
local_term = V[L] * psi0
corr0 = (V[0] - V[L]) * P0
corr1 = (V[1] - V[L]) * P1
point_closed = local_term + corr0 + corr1
assert abs(point_partial[-1] - point_closed) < 1e-10
assert abs(point_partial[L] - point_closed) > 1e-3   # the tail matters

# ---------- expectation value ----------
gx, gw = np.polynomial.legendre.leggauss(140)
rad, radw = 4 * (gx + 1), 4 * gw
ax, aw = np.polynomial.legendre.leggauss(70)
# The z axis is turned towards the Gaussian, so only m = 0 contributes.
g = norm * np.exp(-a * (rad[:, None]**2 + R**2 - 2*R*rad[:, None]*ax[None, :]))
weight, unit_el = [], []
for l in range(LMAX + 1):
    y = math.sqrt((2*l + 1) / (4*math.pi)) * eval_legendre(l, ax)
    comp = 2 * math.pi * (g @ (aw * y))
    weight.append(np.sum(radw * rad**2 * comp**2))
    unit_el.append(np.sum(radw * rad**2 * np.exp(-b * rad**2) * comp**2))
weight, unit_el = np.array(weight), np.array(unit_el)
assert abs(weight.sum() - 1) < 1e-9
amps = np.array([amplitude(l) for l in range(LMAX + 1)])
exp_partial = np.cumsum(amps * unit_el)

# Finite formula: Gaussian product integral and two radial integrals
exp_local = (A_common * (2*a / (2*a + b))**1.5
             * math.exp(-2*a*b*R**2 / (2*a + b)))
k = 2 * a * R * rad
common = (radw * rad**2 * np.exp(-b * rad**2) * 4 * math.pi * norm**2
          * np.exp(-2*a*(rad**2 + R**2)))
exp_corr0 = (A_low[0] - A_common) * np.sum(common * bessel_i0(k)**2)
exp_corr1 = (A_low[1] - A_common) * np.sum(common * 3 * bessel_i1(k)**2)
exp_closed = exp_local + exp_corr0 + exp_corr1
assert abs(exp_partial[-1] - exp_closed) < 1e-9


def pyscf_element(local_amp, differences):
    """ECP integral; radial power index 2 denotes a plain Gaussian."""
    terms = [[-1, [[], [], [[b, local_amp]]]]]
    for l, d in differences.items():
        terms.append([l, [[], [], [[b, d]]]])
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["He", tuple(center)]],
                unit="Bohr", charge=1, spin=0, verbose=0,
                basis={"H": [[0, [1.0, 1.0]]], "He": [[0, [a, 1.0]]]},
                ecp={"H": [0, terms]})
    return mol.intor("ECPscalar")[1, 1]


exp_pyscf = pyscf_element(A_common, {l: A_low[l] - A_common for l in range(L)})
assert abs(exp_pyscf - exp_partial[-1]) < 1e-7

# ---------- assumption broken: channel 3 is different ----------
A3 = 1.0
amps_broken = amps.copy()
amps_broken[3] = A3
broken_direct = np.sum(amps_broken * unit_el)
broken_L4 = pyscf_element(A_common, {0: A_low[0] - A_common,
                                     1: A_low[1] - A_common,
                                     3: A3 - A_common})
assert abs(broken_direct - broken_L4) < 1e-7
assert abs(broken_direct - exp_closed) > 1e-5

# ---------- output ----------
print(f"a = {a:.1f}, b = {b:.1f} bohr^-2; R = {R:.2f}, r = {r0:.2f} bohr")
print(f"A_0 = {A_low[0]:.1f}, A_1 = {A_low[1]:.1f}, "
      f"A_(l>=2) = {A_common:.1f} hartree; L = {L}")
print("Gaussian centre (bohr):", center)
print("direction of the point:", direction)
print(f"cos(gamma) = {cosg:.4f}, k = 2 a r R = {k0:.4f}")
print(f"i_0(k) = {bessel_i0(k0):.6f}, i_1(k) = {bessel_i1(k0):.6f}")
print(f"N = {norm:.6f}, N exp(-a(r^2+R^2)) = {pref:.6f} bohr^-3/2")
print(f"V_0, V_1, V_2 at r: {V[0]:.6f}, {V[1]:.6f}, {V[2]:.6f} hartree")
print("At the point (psi in bohr^-3/2, W psi in hartree bohr^-3/2):")
print(f"psi = {psi0:.6f}, P_0 psi = {P0:.6f}, P_1 psi = {P1:.6f}")
for t, s in zip(smooth_ts, smoothed):
    print(f"psi smoothed by the kernel, t = {t:.1f}: {s:.6f}")
print(f"V_2 psi = {local_term:.6f}")
print(f"(V_0-V_2) P_0 psi = {corr0:.6f}")
print(f"(V_1-V_2) P_1 psi = {corr1:.6f}")
print(f"W psi, finite formula = {point_closed:.6f}")
print(f"W psi, channel sum to l = {LMAX}: {point_partial[-1]:.6f}")
print(f"W psi / psi = {point_closed / psi0:.6f} hartree")
print("Partial channel sums: l_max, W psi, <W> in hartree, sum of <P_l>")
for n in (0, 1, 2, 3, 4, 6, 8, 12):
    print(f"{n:3d} {point_partial[n]:11.6f} {exp_partial[n]:11.6f} "
          f"{weight[:n + 1].sum():10.6f}")
print("Expectation value <W> (hartree):")
print(f"local term <V_2> = {exp_local:.6f}")
print(f"l = 0 correction = {exp_corr0:.6f}")
print(f"l = 1 correction = {exp_corr1:.6f}")
print(f"finite formula = {exp_closed:.6f}")
print(f"channel sum to l = {LMAX}: {exp_partial[-1]:.6f}")
print(f"PySCF ECP integral = {exp_pyscf:.6f}")
print(f"finite formula in eV = {exp_closed * hartree_ev:.4f}")
print(f"Assumption broken, A_3 = {A3:.1f} hartree; <W> (hartree):")
print(f"channel sum = {broken_direct:.6f}")
print(f"L = 4 form (PySCF) = {broken_L4:.6f}")
print(f"error of the L = 2 formula = {exp_closed - broken_direct:.6f}")
print("OK")
```

Output:

```
a = 1.0, b = 1.0 bohr^-2; R = 1.50, r = 1.00 bohr
A_0 = 4.0, A_1 = 1.0, A_(l>=2) = -2.0 hartree; L = 2
Gaussian centre (bohr): [0.9 0.  1.2]
direction of the point: [0.36 0.48 0.8 ]
cos(gamma) = 0.8560, k = 2 a r R = 3.0000
i_0(k) = 3.339292, i_1(k) = 2.242790
N = 0.712705, N exp(-a(r^2+R^2)) = 0.027635 bohr^-3/2
V_0, V_1, V_2 at r: 1.471518, 0.367879, -0.735759 hartree
At the point (psi in bohr^-3/2, W psi in hartree bohr^-3/2):
psi = 0.360347, P_0 psi = 0.092280, P_1 psi = 0.159161
psi smoothed by the kernel, t = 0.6: 0.225025
psi smoothed by the kernel, t = 0.8: 0.287889
psi smoothed by the kernel, t = 0.9: 0.322961
V_2 psi = -0.265129
(V_0-V_2) P_0 psi = 0.203687
(V_1-V_2) P_1 psi = 0.175656
W psi, finite formula = 0.114215
W psi, channel sum to l = 24: 0.114215
W psi / psi = 0.316958 hartree
Partial channel sums: l_max, W psi, <W> in hartree, sum of <P_l>
  0    0.135792    0.153880   0.219754
  1    0.194344    0.204443   0.600821
  2    0.127560    0.156837   0.852772
  3    0.110771    0.143037   0.958085
  4    0.111326    0.140144   0.990341
  6    0.114017    0.139606   0.999691
  8    0.114213    0.139598   0.999994
 12    0.114215    0.139598   1.000000
Expectation value <W> (hartree):
local term <V_2> = -0.242913
l = 0 correction = 0.230819
l = 1 correction = 0.151692
finite formula = 0.139598
channel sum to l = 24: 0.139598
PySCF ECP integral = 0.139598
finite formula in eV = 3.7986
Assumption broken, A_3 = 1.0 hartree; <W> (hartree):
channel sum = 0.160298
L = 4 form (PySCF) = 0.160298
error of the L = 2 formula = -0.020700
OK
```
